# Comment on a claim of core correlation from all-electron cc-pVTZ

**The argument under review**

The manuscript computes the binding energy of N2 by second-order perturbation theory (MP2) in cc-pVTZ, first with the nitrogen 1s electrons frozen and then with all electrons correlated. Binding becomes stronger by 14 kJ/mol on unfreezing. The authors call this increase the core correlation contribution and add it to a frozen-core result from a larger basis. They reason that once the 1s electrons enter the correlation treatment, core correlation is included, up to the usual incompleteness of a triple-zeta basis.

The first half of that reasoning is correct as a statement about which excitations are allowed. The second half fails. An excitation contributes only if the basis has virtual orbitals suited to it, and cc-pVTZ has few suited to the core. For this system most of the reported 14 kJ/mol is basis set superposition error. I recommend major revision, for the reasons below.

I repeated the calculation with a nonrelativistic Hamiltonian and a bond length fixed at 1.10 Å, using unrestricted orbitals for the quartet atom and restricted orbitals for the molecule. The comparison basis is cc-pCVTZ, which adds tight functions to cc-pVTZ. "FC" means frozen core and "AE" all electrons correlated. Energies are in millihartree (mEh), with the main binding results also in kJ/mol. The energies and radii quoted are computed values; the ratios and percentages follow from them by arithmetic.

**1. What unfreezing adds to the energy**

Let $i,j$ label occupied and $a,b$ virtual canonical spin orbitals, with orbital energies $\varepsilon$. Let $|0\rangle$ be the Hartree-Fock determinant, $H_0$ the sum of Fock operators, $E_0$ its eigenvalue for $|0\rangle$, and $V=H-H_0$. The second-order energy is the minimum of the Hylleraas functional

$$
J[\psi]=2\,\mathrm{Re}\langle\psi|V|0\rangle+\langle\psi|H_0-E_0|\psi\rangle ,
$$

where $\psi$ is orthogonal to $|0\rangle$. Single excitations do not couple to $|0\rangle$, by Brillouin's theorem, and $V$ contains at most two-electron operators. Only double excitations are therefore needed:

$$
|\psi\rangle=\sum_{i<j}\sum_{a<b}t_{ij}^{ab}\,|\Phi_{ij}^{ab}\rangle .
$$

These determinants are eigenfunctions of $H_0$, and each lies above $E_0$ by

$$
\Delta_{ij}^{ab}=\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j>0 .
$$

With $g_{ij}^{ab}=\langle ab\|ij\rangle$, the antisymmetrized Coulomb integral, the functional is a sum of independent terms. Completing the square in each gives

$$
2\,\mathrm{Re}(t^*g)+\Delta|t|^2
=\Delta\left|t+\frac{g}{\Delta}\right|^2-\frac{|g|^2}{\Delta}.
$$

The first term on the right vanishes at the minimum, where $t=-g/\Delta$. Hence

$$
E_2=\sum_{i<j}e_{ij},\qquad
e_{ij}=-\sum_{a<b}\frac{|g_{ij}^{ab}|^2}{\Delta_{ij}^{ab}} .
$$

Each pair of occupied spin orbitals has its own energy, which is negative or zero. Sorting the pairs by whether they contain zero, one or two core orbitals gives

$$
E_2=E_{vv}+E_{cv}+E_{cc}.
$$

The nitrogen atom has two core and five valence spin orbitals. There are thus $5\cdot4/2=10$ valence pairs, $2\cdot5=10$ core-valence pairs and one core-core pair.

Freezing the core removes every pair with a core orbital and leaves the Hartree-Fock orbitals and their energies unchanged. Therefore

$$
E_{AE}-E_{FC}=E_{cv}+E_{cc}\equiv E_{core}.
$$

This separation is a property of MP2. In coupled-cluster theory the amplitudes of different pairs are coupled, so unfreezing the core also changes the valence amplitudes.

The equation confirms that the authors have switched on the core pairs. It does not say how large the sums over $a,b$ are in a given basis.

**2. How much core correlation the valence basis holds**

For a pair of opposite spins, one Coulomb integral entering $g$ has the form

$$
\iint \phi_i(\mathbf r_1)\phi_a(\mathbf r_1)\,
\frac{1}{r_{12}}\,
\phi_j(\mathbf r_2)\phi_b(\mathbf r_2)\,
d\mathbf r_1\,d\mathbf r_2
$$

for real spatial orbitals. If $\phi_i$ is the 1s orbital, the product $\phi_i\phi_a$ is appreciable only where the 1s orbital is, so $\phi_a$ must have amplitude and suitable shape there.

The root-mean-square radius of the nitrogen 1s orbital is 0.27 bohr. For the most compact d function of cc-pVTZ it is 1.03 bohr, almost four times as large. In cc-pCVTZ the corresponding value is 0.35 bohr. The d radius serves only as an easily computed indicator of how compact the correlating functions of each basis are. It should not be read as the main cause of the deficit: the tight p and s functions supply most of the missing core energy of the atom, and the tight d shell only a small part.

The pair energies of the atom, in mEh, are:

| Basis | Functions | $E_{vv}$ | $E_{cv}$ | $E_{cc}$ |
|---|---:|---:|---:|---:|
| cc-pVTZ | 30 | −95.93 | −5.32 | −4.87 |
| aug-cc-pVTZ | 46 | −97.49 | −5.41 | −5.21 |
| cc-pCVTZ | 43 | −97.98 | −13.21 | −35.91 |
| cc-pCVQZ | 84 | −104.87 | −15.31 | −39.01 |

For cc-pVTZ the core energy is $-5.32-4.87=-10.19$ mEh; for cc-pCVTZ it is $-13.21-35.91=-49.12$ mEh. The valence basis recovers

$$
\frac{10.19}{49.12}=0.21
$$

of the cc-pCVTZ value. The reference is itself incomplete, since cc-pCVTZ gives about 90% of the core energy found in cc-pCVQZ. Relative to that larger basis, cc-pVTZ recovers 19%.

The recovery is also uneven:

$$
\frac{E_{cv}(\text{cc-pVTZ})}{E_{cv}(\text{cc-pCVTZ})}
=\frac{5.32}{13.21}=0.40,
$$

$$
\frac{E_{cc}(\text{cc-pVTZ})}{E_{cc}(\text{cc-pCVTZ})}
=\frac{4.87}{35.91}=0.14 .
$$

The integral above suggests a reason. In a core-valence pair, one of the two orbital products lies in the valence region, which the basis describes well. In the core-core pair both products lie in the core. This reading agrees with the order of the two fractions, but I have not tested it separately.

An all-electron cc-pVTZ energy is therefore not a uniformly reduced version of the correct one. A single factor could be chosen to match the total core energy of the atom, but it would leave the two kinds of pair in the wrong proportion, since they need different factors.

**3. The missing functions are tight ones**

The authors might reply that any triple-zeta basis is incomplete and that more functions of any kind would help. A control calculation on the atom separates basis size from the kind of function added. The set aug-cc-pVTZ adds 16 diffuse functions to cc-pVTZ, while cc-pCVTZ adds 13 tight ones. The core energy is lowered by

$$
0.43\ \text{mEh with diffuse functions},\qquad
38.93\ \text{mEh with tight functions}.
$$

The larger of the two bases gains about one hundredth as much. The number of functions therefore does not explain the deficit. What is missing is tight functions that can vary independently. cc-pVTZ does contain tight primitives, but they are locked into its contractions: uncontracting the same primitives (42 functions) gives a core energy of −44.3 mEh, 90% of the cc-pCVTZ value. A larger valence set helps only in part: cc-pVQZ, with 55 functions, gives −27.3 mEh. The comparison shows the effect of the tight set as a whole and does not divide it among s, p and d functions.

The tight functions also lower the valence energy, by $97.98-95.93=2.05$ mEh. This is small beside the change in the core energy, but it is not small beside a core contribution to binding. Point 6 meets a related effect: the change of basis also shifts the frozen-core binding energy, through both its Hartree-Fock part and its valence correlation part.

**4. Why unfreezing enlarges the superposition error**

In the molecule each atom can use the basis functions of its partner. In the separate atom it cannot. The energy thus gained without any physical interaction is the superposition error. It is estimated by repeating the atomic calculation with the partner's functions present but without its nucleus and electrons; I write this as N+gh.

The pair energies show the direction of this error and how much room a basis leaves for it. Hold the occupied orbitals fixed and let $W$ be the space of virtual orbitals. For one occupied pair, the Hylleraas functional can be written

$$
J_{ij}[u]=2\,\mathrm{Re}\langle u|r_{12}^{-1}|\Phi_{ij}\rangle
+\langle u|f(1)+f(2)-\varepsilon_i-\varepsilon_j|u\rangle ,
$$

where $\Phi_{ij}$ is the normalized antisymmetric product of the two occupied orbitals, $u$ is an antisymmetric pair function built from $W$, and $f$ is the Fock operator. Expanding $u$ in the canonical virtual orbitals of $W$ returns the squares of point 1, so the minimum is $e_{ij}$.

Now enlarge $W$ to $W'$. The operator $f$ depends on the occupied orbitals alone, which have not changed. Every $u$ allowed before is still allowed and has the same value of $J_{ij}$. A minimum over a larger set cannot be higher, so

$$
e_{ij}(W')\le e_{ij}(W),
$$

provided the virtual pair energies in $W'$ remain above $\varepsilon_i+\varepsilon_j$, so that the minimum exists. The same argument applied to $W'$ and the complete virtual space $W_\infty$ gives $e_{ij}(W_\infty)\le e_{ij}(W')$, hence $0\le e_{ij}(W)-e_{ij}(W')\le e_{ij}(W)-e_{ij}(W_\infty)$. A pair can borrow no more than it lacks, so a core that lacks most of its correlation energy leaves more room for borrowing than a better-described one. This is an upper bound and does not fix the amount. Even in cc-pCVTZ the atom lacks at least 5.2 mEh of core energy, by comparison with cc-pCVQZ, so the bound alone does not show that the borrowing there is small. In an actual ghost calculation the occupied orbitals also relax. The inequality then explains the expected direction but is not a strict guarantee, and the size must be computed.

Define the error for both atoms together, with $m$ standing for FC or AE, as

$$
\delta_m=2\left[E_m(\mathrm N)-E_m(\mathrm{N{+}gh})\right].
$$

It is positive when the ghost functions lower the energy. Since $E_{AE}=E_{FC}+E_{core}$ in each calculation,

$$
\begin{aligned}
\delta_{AE}-\delta_{FC}
&=2\left[E_{AE}(\mathrm N)-E_{FC}(\mathrm N)\right]\\
&\quad-2\left[E_{AE}(\mathrm{N{+}gh})-E_{FC}(\mathrm{N{+}gh})\right]\\
&=2\left[E_{core}(\mathrm N)-E_{core}(\mathrm{N{+}gh})\right].
\end{aligned}
$$

The Hartree-Fock and valence parts cancel. The increase on unfreezing is the core correlation borrowed from the partner's functions. The results in mEh are:

| Basis | $\delta_{FC}$ | $\delta_{AE}$ | Increase |
|---|---:|---:|---:|
| cc-pVTZ | 3.21 | 7.41 | 4.20 |
| cc-pCVTZ | 2.87 | 3.07 | 0.20 |

In cc-pVTZ, unfreezing multiplies the error by $7.41/3.21=2.3$. In cc-pCVTZ it raises the error by about 7%.

Relative to the core energy of the two isolated atoms in the same basis, the borrowed share is

$$
\frac{4.20}{2\times10.19}=0.21\quad\text{in cc-pVTZ},
$$

$$
\frac{0.20}{2\times49.12}=0.002\quad\text{in cc-pCVTZ}.
$$

Once an atom has tight functions of its own, the partner's functions offer its core little more. The borrowing must vanish at large separation, where the ghost functions no longer reach the atom, and in a complete basis, to which they add nothing. At the bond length of N2 and in cc-pVTZ, neither limit is near.

**5. What the reported 14 kJ/mol consists of**

Let $D=2E(\mathrm N)-E(\mathrm N_2)$ be the binding energy without zero-point motion, positive for a bound molecule. Subtracting its FC value from its AE value gives

$$
\Delta D_{core}=2E_{core}(\mathrm N)-E_{core}(\mathrm N_2).
$$

The molecular core energy in cc-pVTZ is −25.71 mEh, so

$$
\Delta D_{core}=2(-10.19)-(-25.71)=5.32\ \text{mEh},
$$

using unrounded energies for the last digit. This is 14.0 kJ/mol, the increase the authors report. In cc-pCVTZ the same difference is

$$
\Delta D_{core}=2(-49.12)-(-99.41)=1.17\ \text{mEh},
$$

or 3.1 kJ/mol. The valence basis thus recovers about a fifth of the atomic core energy and yet gives a core contribution to binding more than four times too large, relative to cc-pCVTZ.

The counterpoise form shows how both can be true. It replaces each isolated atom by the atom with ghost functions:

$$
\begin{aligned}
\Delta D_{core}^{CP}
&=2E_{core}(\mathrm{N{+}gh})-E_{core}(\mathrm N_2)\\
&=\Delta D_{core}
-2\left[E_{core}(\mathrm N)-E_{core}(\mathrm{N{+}gh})\right]\\
&=\Delta D_{core}-(\delta_{AE}-\delta_{FC}).
\end{aligned}
$$

For cc-pVTZ this gives $5.32-4.20=1.12$ mEh, or 2.9 kJ/mol, so that 79% of the reported increase is removed. For cc-pCVTZ it gives $1.17-0.20\simeq0.97$ mEh, or 2.5 kJ/mol. These cc-pCVTZ values still move with the basis: cc-pCVQZ gives about 1.12 mEh (2.9 kJ/mol) without and 1.07 mEh (2.8 kJ/mol) with the correction, shifts of −0.05 and +0.10 mEh.

The corrected cc-pVTZ value lies close to the cc-pCVTZ ones. The authors may be tempted to keep their basis and apply the counterpoise correction, and for this molecule at this distance the resulting number would be reasonable. The agreement does not show that cc-pVTZ describes the core. It still lacks most of the core energy, and the agreement requires nearly all of that deficit to be the same in the molecule and in the ghost-supplemented atoms. One molecule cannot establish that such cancellation holds for other bonds, other elements or other properties.

The demand on cancellation is severe. In cc-pCVTZ the core contribution to binding is 1.17 mEh out of a molecular core energy of 99.41 mEh, or 1.2%. A small imbalance between molecule and atoms can therefore be as large as the quantity sought.

**6. How the core contribution should enter the composite energy**

The authors add their increment to a frozen-core binding energy $D_{FC}(\text{large})$. A consistent scheme is

$$
D\approx D_{FC}(\text{large})
+\left[D_{AE}(\mathrm{CV})-D_{FC}(\mathrm{CV})\right],
$$

where CV is a core-valence basis such as cc-pCVTZ. Both terms in the bracket must use the same basis, geometry and method. The approximation is that the core contribution changes little between the CV basis and the large-basis limit. That should be checked with a larger core-valence set.

Replacing only the all-electron calculation by one in cc-pCVTZ, while keeping the existing frozen-core result in cc-pVTZ (V), would introduce a new error. Adding and subtracting $D_{FC}(\mathrm{CV})$ shows it:

$$
\begin{aligned}
D_{AE}(\mathrm{CV})-D_{FC}(\mathrm V)
&=\left[D_{AE}(\mathrm{CV})-D_{FC}(\mathrm{CV})\right]\\
&\quad+\left[D_{FC}(\mathrm{CV})-D_{FC}(\mathrm V)\right].
\end{aligned}
$$

The first bracket is the core contribution. The second is the change of the frozen-core binding energy with basis. Numerically,

$$
2.37=1.17+1.21\ \text{mEh},
$$

up to rounding, or 6.2 kJ/mol in total, of which 3.2 kJ/mol is not core correlation. The large-basis frozen-core energy is meant to contain that basis improvement already, so adding it again would count it twice.

**7. Scope, and changes requested**

These numbers concern nitrogen at the MP2 level. They do not fix the size of the error for other elements, and the values near 3 kJ/mol are not converged core contributions: going from cc-pCVTZ to cc-pCVQZ moves them by 0.1 to 0.3 kJ/mol, and higher-order correlation is absent. What carries over is the question to ask of any basis: whether it has independently variable functions, not only contracted primitives, where the newly correlated electrons are.

I ask the authors to make the following changes.

- Keep the core frozen in the cc-pVTZ calculations, and withdraw the description of the 14 kJ/mol as core correlation.
- Compute the core contribution as an AE minus FC difference within one core-valence basis, and repeat it in a larger set of the same family.
- Report that contribution with and without counterpoise correction. The gap between the two is an indication of remaining basis error, not a bound on it.
- If all-electron cc-pVTZ values are retained for comparison, state that their core part is incomplete and give the superposition error beside them.

## Computed values

```
N2 bond length: 1.10 angstrom
rms radius of N 1s: 0.266 bohr
cc-pvtz tightest d, rms radius: 1.029 bohr
cc-pcvtz tightest d, rms radius: 0.351 bohr
N cc-pvtz: 30 basis functions
  MP2 vv, cv, cc: -95.931, -5.321, -4.873 mEh
  core = cv + cc: -10.194 mEh
N cc-pcvtz: 43 basis functions
  MP2 vv, cv, cc: -97.976, -13.212, -35.907 mEh
  core = cv + cc: -49.120 mEh
N aug-cc-pvtz: 46 basis functions
  MP2 vv, cv, cc: -97.485, -5.413, -5.206 mEh
  core = cv + cc: -10.619 mEh
N cc-pcvqz: 84 basis functions
  MP2 vv, cv, cc: -104.872, -15.307, -39.008 mEh
  core = cv + cc: -54.315 mEh
Fraction cc, V relative to CV: 13.6 %
Fraction cv, V relative to CV: 40.3 %
Fraction core, V relative to CV: 20.8 %
Core fraction, V relative to CVQ: 18.8 %
Core fraction, CV relative to CVQ: 90.4 %
Core energy gained by tight functions: 38.925 mEh
Core energy gained by diffuse functions: 0.425 mEh
Valence energy gained by tight functions: 2.045 mEh
cc-pvtz BSSE of two atoms, FC: 3.206 mEh
cc-pvtz BSSE of two atoms, AE: 7.410 mEh
  increase on unfreezing: 4.205 mEh
  borrowed share of core energy: 20.623 %
  N2 core energy: -25.711 mEh
  D(FC), D(AE): 364.084, 369.407 mEh
  core part of D: 5.323 mEh = 13.98 kJ/mol
  core part of D, counterpoise: 1.118 mEh = 2.94 kJ/mol
cc-pcvtz BSSE of two atoms, FC: 2.871 mEh
cc-pcvtz BSSE of two atoms, AE: 3.071 mEh
  increase on unfreezing: 0.201 mEh
  borrowed share of core energy: 0.204 %
  N2 core energy: -99.405 mEh
  D(FC), D(AE): 365.291, 366.456 mEh
  core part of D: 1.166 mEh = 3.06 kJ/mol
  core part of D, counterpoise: 0.965 mEh = 2.53 kJ/mol
Mixed-basis D(AE,CV)-D(FC,V): 2.373 mEh = 6.23 kJ/mol
Valence contamination in it: 1.207 mEh = 3.17 kJ/mol
```
